# Refitting Becke's β to exchange energies of He, Ne and Ar: verification in Python

```python
"""Least-squares refit of beta in Becke's 1988 exchange functional.

Result under test: for He, Ne and Ar on Hartree-Fock (HF) densities,
    S(beta) = sum_i w_i [E_i(beta) - E_i^HF]^2
has a single minimizer, between the extreme single-atom roots and near 0.0042.
    E(beta) = E_LDA - beta * sum_spin int n^(4/3) x^2 / (1 + beta*u) d^3r
n = density of one spin, x = |grad n| / n^(4/3), u = 6 x asinh(x).
w_i = 1 (absolute fit) or 1/(E_i^HF)^2 (relative fit).
Hartree atomic units throughout; r is the distance from the nucleus.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf, dft

BETA_PUBLISHED = 0.0042
LDA_SPIN = 1.5 * (3 / (4 * np.pi)) ** (1 / 3)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
SHELLS = {"He": [0], "Ne": [0, 0, 1], "Ar": [0, 0, 1, 0, 1]}
# Angular factors of the radial exchange integrals G^k for closed shells.
ANGULAR = {(0, 0): {0: 1.0}, (0, 1): {1: 1.0}, (1, 1): {0: 3.0, 2: 1.2}}

log_r = np.linspace(np.log(1e-6), np.log(25.0), 1800)
step = log_r[1] - log_r[0]
radius = np.exp(log_r)


def run_hf(symbol, ratio):
    """HF in an even-tempered s,p basis; returns molecule, SCF, density, Ex."""
    smallest = 0.05
    n_s = int(round(np.log(3e7) / np.log(ratio))) + 1
    n_p = int(round(np.log(1e5) / np.log(ratio))) + 1
    basis = [[0, [smallest * ratio**k, 1.0]] for k in range(n_s)]
    basis += [[1, [smallest * ratio**k, 1.0]] for k in range(n_p)]
    mol = gto.M(atom=symbol + " 0 0 0", basis={symbol: basis}, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    dm = np.asarray(mf.make_rdm1())
    exchange_matrix = mf.get_jk(mol, dm)[1]
    return mol, mf, dm, -0.25 * np.sum(dm * exchange_matrix)


def radial_exchange(symbol, orbital_values):
    """Exchange energy from radial orbitals and the integrals G^k."""
    radial, first = [], 0
    for l in SHELLS[symbol]:
        block = orbital_values[:, first:first + 2 * l + 1]
        left, singular, _ = np.linalg.svd(block, full_matrices=False)
        scale = np.sqrt(4 * np.pi / (2 * l + 1))
        radial.append((l, left[:, 0] * singular[0] * scale))
        first += 2 * l + 1
    total = 0.0
    for l_a, fun_a in radial:
        for l_b, fun_b in radial:
            product = fun_a * fun_b * radius**3
            for k, factor in ANGULAR[tuple(sorted((l_a, l_b)))].items():
                inner = CubicSpline(log_r, product * radius**k)
                inner = inner.antiderivative()(log_r)
                outer = product * radius ** (-k - 1.0) * inner
                total += factor * 2 * step * np.sum(outer)
    return -total


def energy(atom, beta, order=0):
    """B88 exchange energy (order 0) or its derivative in beta (1 or 2)."""
    weight, u = atom["weight"], atom["u"]
    if order == 0:
        return atom["lda"] - beta * np.sum(weight / (1 + beta * u))
    if order == 1:
        return -np.sum(weight / (1 + beta * u) ** 2)
    return 2 * np.sum(weight * u / (1 + beta * u) ** 3)


atoms = {}
for symbol in SHELLS:
    mol, mf, dm, ex_hf = run_hf(symbol, 2.0)
    kinetic = np.sum(dm * mol.intor("int1e_kin"))
    virial = (mf.e_tot - kinetic) / kinetic
    assert abs(virial + 2) < 2e-5

    ray = np.zeros((len(radius), 3))
    ray[:, 2] = radius
    ao = mol.eval_gto("GTOval_sph_deriv1", ray)
    occupied = mf.mo_coeff[:, mf.mo_occ > 0]
    values, slopes = ao[0] @ occupied, ao[3] @ occupied
    spin_density = np.sum(values**2, axis=1)
    spin_gradient = np.abs(2 * np.sum(values * slopes, axis=1))
    volume = 4 * np.pi * radius**3 * step
    electrons = 2 * np.sum(volume * spin_density)
    assert abs(electrons - mol.nelectron) < 1e-6

    ex_radial = radial_exchange(symbol, values)
    assert abs(ex_radial - ex_hf) < 2e-5

    keep = spin_density > 1e-15
    n, volume = spin_density[keep], volume[keep]
    x = spin_gradient[keep] / n ** (4 / 3)
    atom = {
        "hf": ex_hf, "total": mf.e_tot, "virial": virial,
        "radial": ex_radial,
        "lda": -2 * LDA_SPIN * np.sum(volume * n ** (4 / 3)),
        "weight": 2 * volume * n ** (4 / 3) * x**2,
        "u": 6 * x * np.arcsinh(x),
    }

    # Library functional on a three-dimensional grid.
    grids = dft.gen_grid.Grids(mol)
    grids.atom_grid = (200, 50)
    grids.prune = None
    grids.build()
    library = dft.numint.NumInt().nr_rks(mol, grids, "B88,", dm)[1]
    atom["library"] = library
    assert abs(library - energy(atom, BETA_PUBLISHED)) < 1e-4

    # Derivatives in beta against finite differences.
    h = 1e-5
    up, down = BETA_PUBLISHED + h, BETA_PUBLISHED - h
    for order in (0, 1):
        numeric = (energy(atom, up, order) - energy(atom, down, order)) / (2 * h)
        formula = energy(atom, BETA_PUBLISHED, order + 1)
        assert abs(numeric / formula - 1) < 1e-4

    atom["root"] = brentq(lambda b: energy(atom, b) - ex_hf, 0.001, 0.02,
                          xtol=1e-13)
    atoms[symbol] = atom

# Basis-set check on the largest atom.
basis_change = run_hf("Ar", 2.4)[3] - atoms["Ar"]["hf"]
assert abs(basis_change) < 1e-3

data = list(atoms.values())
hf = np.array([a["hf"] for a in data])
roots = np.array([a["root"] for a in data])


def residuals(beta):
    return np.array([energy(a, beta) for a in data]) - hf


def derivatives(beta, order):
    return np.array([energy(a, beta, order) for a in data])


def fit(weights):
    """Stationary point of S, its checks, and the linearized solution."""
    low, high = roots.min(), roots.max()
    beta = brentq(lambda b: np.sum(weights * residuals(b) * derivatives(b, 1)),
                  low, high, xtol=1e-13)
    direct = minimize_scalar(lambda b: np.sum(weights * residuals(b) ** 2),
                             bounds=(0.0005, 0.02), method="bounded",
                             options={"xatol": 1e-10})
    assert abs(direct.x - beta) < 1e-7
    assert low < direct.x < high
    # Lower bound of S''/2 on the whole bracket, relative to its first part.
    largest = np.maximum(np.abs(residuals(low)), np.abs(residuals(high)))
    square = np.sum(weights * derivatives(high, 1) ** 2)
    bound = 1 - np.sum(weights * largest * derivatives(low, 2)) / square
    assert bound > 0
    g = derivatives(BETA_PUBLISHED, 1)
    norm = np.sum(weights * g**2)
    shares = weights * g**2 / norm
    linear = BETA_PUBLISHED - np.sum(
        weights * residuals(BETA_PUBLISHED) * g) / norm
    assert abs(linear - beta) < 5e-6
    assert abs(np.sum(shares * roots) - beta) < 5e-6
    return beta, linear, np.sum(shares * roots), shares, bound


fits = {"absolute": fit(np.ones(3)), "relative": fit(1 / hf**2)}
for result in fits.values():
    assert abs(result[0] - BETA_PUBLISHED) < 3e-4


def tail_ratio(r, beta):
    """-2r times exchange energy per electron for n = exp(-2r)/pi."""
    cube_root = (np.exp(-2 * r) / np.pi) ** (1 / 3)
    x = 2 / cube_root
    per_electron = -LDA_SPIN * cube_root
    per_electron -= beta * cube_root * x**2 / (1 + 6 * beta * x * np.arcsinh(x))
    return -2 * r * per_electron


tails = {}
for r in (30.0, 300.0):
    tails[r] = [tail_ratio(r, b) for b in (0.003, 0.006)]
    predicted = 1 / (1 + np.log(4 * np.pi ** (1 / 3)) / (2 * r / 3))
    assert max(abs(t - predicted) for t in tails[r]) < 1e-5
assert abs(tails[300.0][0] - 1) < 0.01 < abs(tails[30.0][0] - 1)

print("Energies in hartree; beta in atomic units (dimensionless)")
for symbol, a in atoms.items():
    at_published = energy(a, BETA_PUBLISHED)
    print(f"{symbol}: HF total energy {a['total']:.5f}, "
          f"virial V/T {a['virial']:.7f}")
    print(f"{symbol}: Ex HF matrix {a['hf']:.5f}, radial G^k {a['radial']:.5f}")
    print(f"{symbol}: Ex LDA {a['lda']:.5f}, LDA - HF {a['lda'] - a['hf']:.5f}")
    print(f"{symbol}: Ex B88(0.0042) radial {at_published:.5f}, "
          f"libxc {a['library']:.5f}")
    print(f"{symbol}: residual B88(0.0042) - HF {at_published - a['hf']:+.5f}")
    print(f"{symbol}: slope dE/dbeta at 0.0042 "
          f"{energy(a, BETA_PUBLISHED, 1):.3f} hartree")
    print(f"{symbol}: single-atom root beta {a['root']:.6f}")
print(f"Ar: Ex change in coarser basis {basis_change:+.6f} hartree")
for name, (beta, linear, mean, shares, bound) in fits.items():
    print(f"{name} fit: beta {beta:.6f}")
    print(f"{name} fit: linearized beta {linear:.6f}, root mean {mean:.6f}")
    print(f"{name} fit: shares He, Ne, Ar "
          + ", ".join(f"{s:.5f}" for s in shares))
    print(f"{name} fit: relative lower bound of S''/2 {bound:.4f}")
for name, beta in [("published", BETA_PUBLISHED)] + [
        (key, value[0]) for key, value in fits.items()]:
    res = residuals(beta)
    rms = np.sqrt(np.mean(res**2))
    rms_percent = 100 * np.sqrt(np.mean((res / hf) ** 2))
    print(f"{name} beta: residuals He, Ne, Ar "
          + ", ".join(f"{v:+.5f}" for v in res) + " hartree")
    print(f"{name} beta: error in |Ex| He, Ne, Ar "
          + ", ".join(f"{v:+.4f}" for v in 100 * res / hf) + " %")
    print(f"{name} beta: rms {rms:.5f} hartree = {rms * HARTREE_EV:.4f} eV")
    print(f"{name} beta: relative rms {rms_percent:.4f} %")
for r, pair in tails.items():
    print(f"tail: -2r*e at r = {r:.0f} bohr, beta 0.003 and 0.006: "
          f"{pair[0]:.5f}, {pair[1]:.5f}")
print("no test failed")
```

It prints:

```
Energies in hartree; beta in atomic units (dimensionless)
He: HF total energy -2.86168, virial V/T -2.0000000
He: Ex HF matrix -1.02577, radial G^k -1.02577
He: Ex LDA -0.88405, LDA - HF 0.14172
He: Ex B88(0.0042) radial -1.02546, libxc -1.02546
He: residual B88(0.0042) - HF +0.00031
He: slope dE/dbeta at 0.0042 -20.303 hartree
He: single-atom root beta 0.004215
Ne: HF total energy -128.54710, virial V/T -2.0000000
Ne: Ex HF matrix -12.10835, radial G^k -12.10835
Ne: Ex LDA -11.03348, LDA - HF 1.07487
Ne: Ex B88(0.0042) radial -12.13784, libxc -12.13784
Ne: residual B88(0.0042) - HF -0.02949
Ne: slope dE/dbeta at 0.0042 -185.173 hartree
Ne: single-atom root beta 0.004042
Ar: HF total energy -526.81747, virial V/T -2.0000003
Ar: Ex HF matrix -30.18494, radial G^k -30.18494
Ar: Ex LDA -27.86306, LDA - HF 2.32187
Ar: Ex B88(0.0042) radial -30.15336, libxc -30.15336
Ar: residual B88(0.0042) - HF +0.03158
Ar: slope dE/dbeta at 0.0042 -404.243 hartree
Ar: single-atom root beta 0.004278
Ar: Ex change in coarser basis +0.000386 hartree
absolute fit: beta 0.004237
absolute fit: linearized beta 0.004237, root mean 0.004237
absolute fit: shares He, Ne, Ar 0.00208, 0.17308, 0.82484
absolute fit: relative lower bound of S''/2 0.9701
relative fit: beta 0.004179
relative fit: linearized beta 0.004179, root mean 0.004179
relative fit: shares He, Ne, Ar 0.48668, 0.29053, 0.22280
relative fit: relative lower bound of S''/2 0.9685
published beta: residuals He, Ne, Ar +0.00031, -0.02949, +0.03158 hartree
published beta: error in |Ex| He, Ne, Ar -0.0300, +0.2436, -0.1046 %
published beta: rms 0.02495 hartree = 0.6789 eV
published beta: relative rms 0.1540 %
absolute beta: residuals He, Ne, Ar -0.00044, -0.03633, +0.01665 hartree
absolute beta: error in |Ex| He, Ne, Ar +0.0430, +0.3000, -0.0552 %
absolute beta: rms 0.02307 hartree = 0.6279 eV
absolute beta: relative rms 0.1779 %
relative beta: residuals He, Ne, Ar +0.00074, -0.02551, +0.04026 hartree
relative beta: error in |Ex| He, Ne, Ar -0.0725, +0.2107, -0.1334 %
relative beta: rms 0.02752 hartree = 0.7490 eV
relative beta: relative rms 0.1500 %
tail: -2r*e at r = 30 bohr, beta 0.003 and 0.006: 0.91879, 0.91879
tail: -2r*e at r = 300 bohr, beta 0.003 and 0.006: 0.99124, 0.99124
no test failed
```
